The Darwin Term as Smearing, with Gold's Length Scales

**Result**

The Darwin term of the Pauli Hamiltonian is the leading change in an electron's potential energy V when V is averaged over small isotropic displacements **s** with

⟨s²⟩ = 3/(4c²).

The root-mean-square displacement is d = √3/(2c) = 0.00632 bohr = 0.00334 Å, the same for every atom. In one-electron gold this is half the nonrelativistic 1s peak radius and roughly 50 times the nuclear radius.

Atomic units are used in the algebra: ħ, the electron mass and the elementary charge are 1, and c ≈ 137.036. The momentum is p = −i∇, and repeated indices are summed.

**Back-of-envelope argument**

Expand a smooth potential about r:

V(r+s) = V + s_i ∂_iV + ½ s_i s_j ∂_i∂_jV + …

In an isotropic distribution no direction is preferred, so ⟨s_i⟩ = 0 and ⟨s_i s_j⟩ is proportional to δ_ij. Its trace is ⟨s²⟩, hence ⟨s_i s_j⟩ = δ_ij⟨s²⟩/3. Odd orders vanish, and

⟨V(r+s)⟩ − V = (⟨s²⟩/6) ∇²V + fourth order in s.

The length that can be built from ħ, the electron mass and c is ħ/(mc), or 1/c in these units. A relativistic smearing should therefore have ⟨s²⟩ = k/c², with k a pure number of order one. Dimensional analysis cannot supply k. The Dirac equation gives k = 3/4.

**Controlled derivation: the free part**

The Dirac Hamiltonian is

H = βc² + cK + V, K = α·p,

with β² = 1, βα_i = −α_iβ and α_iα_j = δ_ij + iε_ijkΣ_k. Here Σ_k is the Pauli matrix σ_k acting on both the upper and the lower pair of components. Operators that keep the two pairs separate are called even; those that couple them are odd. K is odd. To decouple the pairs, transform H to e^S H e^(−S) with

S = βK/(2c).

Since (βK)† = Kβ = −βK, S is anti-Hermitian and e^S is unitary.

S anticommutes with both β and K, so it can be moved through the free Hamiltonian with a change of sign:

e^S(βc² + cK)e^(−S) = e^(2S)(βc² + cK).

Because K² = p², we have (βK)² = −K² = −p². With θ = p/c, the exponential series gives

e^(2S) = cos θ + (βK/p) sin θ.

Using βKβ = −K, the product is

β(c² cos θ + cp sin θ) + K(c cos θ − (c²/p) sin θ).

Expand the even bracket for p ≪ c:

c² − p²/2 + p⁴/(24c²) + p² − p⁴/(6c²) = c² + p²/2 − p⁴/(8c²).

The odd bracket is c(1 − θ²/2) − c(1 − θ²/6) = −p²/(3c) to leading order. The original coupling, of order c, has been reduced to order 1/c.

**Controlled derivation: the potential**

The same transformation acts on V:

e^S V e^(−S) = V + [S,V] + ½[S,[S,V]] + …

Since [p_i,V] = −i∂_iV, the first commutator is

[S,V] = ξ_i ∂_iV, ξ_i = −iβα_i/(2c).

This has the form of a first-order displacement. Choosing V = r_i shows that the position itself becomes r_i + ξ_i + …, so ξ is the leading matrix displacement of the position. It is odd and has no average within the upper components, but its square does:

ξ_iξ_j = −βα_iβα_j/(4c²) = α_iα_j/(4c²).

The part symmetric in i and j is δ_ij/(4c²). Summing the three diagonal terms gives

ξ² = 3/(4c²).

The second-order Taylor term, ½ξ_iξ_j∂_i∂_jV, needs only the symmetric part and equals ∇²V/(8c²).

The full double commutator confirms this and shows what the leading displacement ξ omits. Write V_j = ∂_jV and V_ij = ∂_i∂_jV. Using βα_iβα_j = −α_iα_j,

[S,[S,V]] = (i/(4c²)) (α_iα_j p_iV_j − α_jα_i V_jp_i).

Now insert p_iV_j = V_jp_i − iV_ij:

[S,[S,V]] = (1/(4c²)) α_iα_jV_ij + (i/(4c²)) (α_iα_j − α_jα_i)V_jp_i.

In the first term V_ij is symmetric, so α_iα_j reduces to δ_ij. In the second, α_iα_j − α_jα_i = 2iε_ijkΣ_k, and ε_ijkV_jp_i = −(∇V×p)_k. Therefore

½[S,[S,V]] = ∇²V/(8c²) + Σ·(∇V×p)/(4c²).

The first term is the Darwin term and the second is spin-orbit coupling, which a spin-independent smearing cannot describe. Setting V = r_i in this formula gives an even, second-order shift of the position, Σ·(e_i×p)/(4c²), with e_i the unit vector along axis i; multiplied by ∂_iV and summed over i, it is the spin-orbit term.

It remains to check the leftover odd operator Ω = ξ_iV_i − Kp²/(3c) + …, which is of order 1/c. A second transformation with S′ = βΩ/(2c²) removes it, because [S′,βc²] = −Ω. The even terms left behind are

[S′,Ω] + ½[S′,[S′,βc²]] = ½[S′,Ω] = βΩ²/(2c²),

of order 1/c⁴. The commutators of S′ with V and with the kinetic term βp²/2 are odd and of order 1/c³, and removing them has a still smaller even effect. This counting of powers of 1/c assumes a smooth V. For a point Coulomb potential Ω acting on the 1s orbital grows as 1/r² at the nucleus and ⟨Ω²⟩ diverges, so the order-1/c² result is checked separately below against the exact 1s energy. Through order 1/c², the upper components therefore obey

H = c² + p²/2 + V − p⁴/(8c²) + ∇²V/(8c²) + σ·(∇V×p)/(4c²).

Matching ⟨s²⟩/6 to 1/(8c²) gives ⟨s²⟩ = 3/(4c²). This fixes the second moment and no other property of the distribution. The smearing is a way to read the transformed operator; it does not show that the electron is a small extended cloud.

**The Coulomb potential**

For V = −Z/r the Taylor expansion fails near the nucleus, so the average must be done directly. For displacements of fixed length s, with u the cosine of the angle between r and **s**,

½∫₋₁¹ du/√(r²+s²+2rsu) = [(r+s) − |r−s|]/(2rs) = 1/max(r,s).

The averaged potential is −Z/max(r,s). It differs from V where r < s, by Z/r − Z/s. The integral of this change over space is

4πZ∫₀ˢ(r − r²/s)dr = 4πZ(s²/2 − s²/3) = 2πZs²/3.

This is the weight obtained from (s²/6)∇²V with ∇²V = 4πZδ(r). The smearing and the delta function agree inside an integral when the electron density hardly changes over the distance s. They do not agree point by point.

The nonrelativistic 1s density is (Z³/π)e^(−2Zr), so the Darwin energy is

E_D = (1/(8c²)) · 4πZ · Z³/π = Z⁴/(2c²).

**A check from the exact 1s energy**

The exact Dirac 1s state tests the factor 3/4 separately. Take upper components gχ and lower components i f (σ·r̂)χ, where χ is a constant spinor and g and f depend on r. From σ·p(gχ) = −ig′(σ·r̂)χ and σ·p[(σ·r̂)fχ] = −i(f′ + 2f/r)χ, the Dirac equation becomes

cg′ = −(E + c² + Z/r)f,
c(f′ + 2f/r) = (E − c² + Z/r)g.

Try g = r^(γ−1)e^(−Zr) and f = bg. The 1/r terms require b = c(1−γ)/Z and bc(1+γ) = Z, hence γ = √(1 − Z²/c²). The constant term of the second equation gives E − c² = −bcZ = −c²(1−γ), so E = γc². The constant term of the first requires cZ = b(E+c²), which these values satisfy. As c → ∞, g tends to e^(−Zr) and f to zero, so this is the 1s state. Expanding the square root,

E − c² = −Z²/2 − Z⁴/(8c²) + …

The Pauli Hamiltonian must reproduce the second term. Spin-orbit coupling vanishes here, since ∇V and ∇ψ are both radial. For the p⁴ term, ∇²ψ = (Z² − 2Z/r)ψ, with ⟨1/r⟩ = Z and ⟨1/r²⟩ = 2Z² from the 1s density. Then

⟨p⁴⟩ = ∫|∇²ψ|² d³r = Z⁴ − 4Z³·Z + 4Z²·2Z² = 5Z⁴.

This mass-velocity energy is −5Z⁴/(8c²). A smearing with ⟨s²⟩ = k/c² contributes (k/(6c²))·4πZ·Z³/π = 2kZ⁴/(3c²). The required sum is

−5/8 + 2k/3 = −1/8,

which gives k = 3/4 again.

**When the displacement is not small**

The Darwin term keeps only the second-order part of the smearing average. A shell of finite radius s shows how large the rest of that average is; it does not estimate the higher relativistic corrections to the energy. With t = Zr and x = Zs, the nonrelativistic 1s expectation value of the change in potential is

ΔE = 4Z²∫₀ˣ e^(−2t)(t − t²/x)dt.

The two integrals needed are

4∫₀ˣ t e^(−2t)dt = 1 − (1+2x)e^(−2x),
4∫₀ˣ t²e^(−2t)dt = 1 − (1+2x+2x²)e^(−2x).

Subtracting 1/x times the second from the first gives

ΔE = Z²F(x), F(x) = 1 − 1/x + e^(−2x)(1 + 1/x).

For small x, put e^(−2t) ≈ 1 − 2t in the integral:

F(x) = 4(x²/2 − x²/3) − 8(x³/3 − x³/4) + … = (2/3)(x² − x³ + …).

With s = d the first term gives E_D, and the ratio ΔE/E_D begins as 1 − Zd. For a distribution of shell radii with finite ⟨s³⟩, the x³ term brings in ⟨s³⟩, so the next correction depends on the shape of the smearing. For a single shell, the expansion parameter is

Zd = (√3/2)(Z/c).

It compares the smearing length with the 1s peak radius 1/Z. The computed shell-to-Darwin ratios are 0.994 for Z = 1, 0.939 for Z = 10 and 0.830 for Z = 30.

**Comparison with the gold 1s radius**

Consider a gold nucleus, Z = 79, with one electron. The smearing length is

d = 0.006320 × 0.529177 Å = 0.003344 Å.

The nonrelativistic radial density r²e^(−2Zr) peaks at 1/Z and has mean radius 3/(2Z). In the Dirac state, g² and f² have the same r dependence, so the radial density is proportional to r^(2γ)e^(−2Zr). Setting its logarithmic derivative 2γ/r − 2Z to zero gives the peak γ/Z; integration by parts gives the mean (2γ+1)/(2Z). With γ = 0.8171:

- Nonrelativistic peak: 0.529177/79 = 0.00670 Å; d is 0.499 of this.
- Nonrelativistic mean: 0.01005 Å; d is 0.333 of this.
- Dirac peak: 0.8171 × 0.00670 = 0.00547 Å; d is 0.611 of this.
- Dirac mean: 0.00882 Å; d is 0.379 of this.

By any of these measures, d is not small compared with the orbital. The energies show the consequence. The Darwin energy is 28220 eV, while a shell of radius d gives 17560 eV, or 0.622 of it. For a Gaussian smearing with the same ⟨s²⟩, the shell radii have weight w(s) = √(2/π)(s²/σ³)e^(−s²/(2σ²)) with σ = d/√3. Averaging 1/max(r,s) over w gives (1/r)∫₀ʳ w ds + ∫ᵣ^∞ (w/s)ds. Integration by parts turns the first part into erf(r/(√2σ))/r − √(2/π)e^(−r²/(2σ²))/σ, and the second part equals √(2/π)e^(−r²/(2σ²))/σ, so the sum is erf(r/(√2σ))/r. The change in potential is (Z/r)erfc(r/(√2σ)), and its 1s expectation value, integrated numerically, is 16163 eV, or 0.573 of the Darwin energy. The second moment alone no longer determines the answer.

The finite-smearing values are not improved relativistic energies. At order 1/c², the total shift from the nonrelativistic energy is

−35275 + 28220 = −7055 eV,

against the exact Dirac shift of −8547 eV. The truncated result is too small in magnitude by about 17% of the exact shift. Replacing the Darwin energy by the shell value would give −35275 + 17560 = −17715 eV, which is much worse. The shell value departs from E_D first by −Zd·E_D, a term of order Z⁵/c³. The exact energy c²√(1 − Z²/c²) expands in even powers of 1/c only, so this term, taken alone, has no counterpart in it.

The Darwin term also cannot be inserted into the Dirac density for a point nucleus. There g² varies as r^(2γ−2), which diverges at r = 0, where the delta function samples it. The energy Z⁴/(2c²) is a first-order correction evaluated with the nonrelativistic orbital.

**Comparison with the gold nucleus**

A rough rule for the nuclear radius, with mass number A = 197, gives

R ≈ (1.2×10⁻⁵ Å) × 197^(1/3) ≈ 7.0×10⁻⁵ Å,

so d/R ≈ 48. Model the nucleus as a uniformly charged ball. Inside it ∇²V = 3Z/R³, and the local Darwin potential is

3Z/(8c²R³) ≈ 1.9×10¹⁰ eV.

The actual change at the centre under shell smearing is much smaller. Summing the charge in thin shells gives V(0) = −∫₀ᴿ(3Zr²/R³)(1/r)dr = −3Z/(2R). A displacement d > R carries the electron outside the ball, where V = −Z/d. The change is therefore

3Z/(2R) − Z/d ≈ 2.4×10⁷ eV.

The local Darwin potential exceeds it by a factor of roughly 800. The second-order expansion has no pointwise meaning inside a nucleus so much smaller than d.

The Darwin expectation value is nevertheless almost unchanged by the nuclear size. Keeping the point-nucleus nonrelativistic orbital, it is multiplied by the average of e^(−2Zr) over the ball. The mean radius in a uniform ball is 3R/4, so this factor is approximately

1 − 2Z(3R/4) = 1 − 3ZR/2 ≈ 0.984,

using ZR ≈ 7.0×10⁻⁵/0.00670 ≈ 0.0104. The finite nucleus also changes the orbital, at the same order in ZR. To first order, ∇²ψ ≈ 2Vψ inside the ball, with V = −Z(3 − r²/R²)/(2R), gives ψ = ψ₀[1 − Z(r²/(2R) − r⁴/(20R³))], while just outside ψ = N(1 − Zr) + B/r, with N the point-nucleus value at the origin. Matching slope and value at R gives B = −NZR²/5 and ψ₀ = N(1 − 3ZR/4). With ⟨r²⟩ = 3R²/5 and ⟨r⁴⟩ = 3R⁴/7 in the ball, the average of ψ²/N² is 1 − (72/35)ZR. The reduction is thus about 2% rather than 1.6%, and it is still small. The two comparisons thus answer different questions. For a smearing of given shape, the ratio d/R indicates whether the Darwin potential describes the smearing inside the nucleus, away from its surface, while Zd indicates whether it describes the smearing's effect on the 1s energy. For gold the first description fails completely and the second holds, for the shell and the Gaussian, only to within a factor of two; other distributions with the same ⟨s²⟩ can depart further.

The numerical check tests the commutators of S with βc² and with V on a trial spinor, the free-particle expansion, the shell averages and F(x), the Dirac 1s solution, the order-1/c² energy balance and the radial moments. It also computes most of the gold values quoted above; the rest follow from them by simple arithmetic. The second transformation S′ is not tested there.

Table of computed values

```
speed of light c = 137.035999 a.u.
Bohr radius = 0.52917721 angstrom
Hartree energy = 27.211386 eV
mean-square smearing radius = 1.11839e-05 angstrom^2
rms smearing length d = 0.006320 bohr
rms smearing length d = 0.003344 angstrom
gold nuclear charge Z = 79, mass number A = 197
gold Z/c = 0.57649, gamma = 0.81710
1s peak radius, nonrelativistic = 0.006698 angstrom
1s mean radius, nonrelativistic = 0.010048 angstrom
1s peak radius, Dirac = 0.005473 angstrom
1s mean radius, Dirac = 0.008823 angstrom
nuclear rule prefactor (rough) = 1.2e-05 angstrom
nuclear radius (rough) = 7.0e-05 angstrom
d / nonrelativistic 1s peak radius = 0.4993
d / nonrelativistic 1s mean radius = 0.3328
d / Dirac 1s peak radius = 0.6110
d / Dirac 1s mean radius = 0.3791
d / nuclear radius (rough) = 48
gold 1s Darwin energy = 28220.2 eV
gold 1s shell-smearing shift = 17559.9 eV
gold 1s Gaussian-smearing shift = 16162.6 eV
gold shell shift / Darwin energy = 0.6222
gold Gaussian shift / Darwin energy = 0.5727
Z = 1: Z d = 0.00632, shell/Darwin = 0.99370
Z = 10: Z d = 0.06320, shell/Darwin = 0.93913
Z = 30: Z d = 0.18959, shell/Darwin = 0.83028
gold mass-velocity energy = -35275.2 eV
gold order-1/c^2 total shift = -7055.0 eV
gold exact Dirac shift = -8546.7 eV
local Darwin at nuclear centre = 1.9e+10 eV
shell shift at nuclear centre = 2.4e+07 eV
local Darwin / local shell shift = 775
1s Darwin, finite / point nucleus = 0.984
```
